\section*{Ground-state energy of the symmetric two-electron Hubbard dimer}

\section{Symmetries that fix the form of the energy}

The model contains two energies, a hopping energy $t$ and an on-site interaction $U$. On dimensional grounds its ground-state energy must be $t$ times a function of $U/t$. Two symmetries narrow this further. To use them we need the Hamiltonian
\begin{equation}
H=-t\sum_{\sigma=\uparrow,\downarrow}
\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)
+U\sum_{i=1}^{2}n_{i\uparrow}n_{i\downarrow},
\qquad n_{i\sigma}=c^\dagger_{i\sigma}c_{i\sigma}.
\label{eq:H}
\end{equation}
Each site has one orbital, both site energies are zero, and the dimer holds two electrons. The operators $c^\dagger_{i\sigma}$ and $c_{i\sigma}$ create and remove an electron of spin $\sigma$ on site $i$, and obey the fermion anticommutation rules. Since $t$ and $U$ are already energies, $\hbar$, the electron mass and the charge do not appear.

First, replace $c_{2\sigma}$ by $-c_{2\sigma}$ for both spins. The anticommutation rules and the number operators are unchanged, but the hopping term changes sign. The spectrum is therefore even in $t$. From here on $t>0$; for negative hopping, use $|t|$ in the energy formulas.

Second, consider one electron of each spin and exchange particles and holes for spin down:
\begin{equation}
c_{1\downarrow}\to c^\dagger_{1\downarrow},\qquad
c_{2\downarrow}\to -c^\dagger_{2\downarrow}.
\end{equation}
The hopping keeps its form, because
\begin{equation}
c^\dagger_{1\downarrow}c_{2\downarrow}\to
-c_{1\downarrow}c^\dagger_{2\downarrow}
=c^\dagger_{2\downarrow}c_{1\downarrow}.
\end{equation}
The number $n_{i\downarrow}$ becomes $1-n_{i\downarrow}$, so the interaction becomes
\begin{equation}
U\sum_i n_{i\uparrow}(1-n_{i\downarrow})
=U-U\sum_i n_{i\uparrow}n_{i\downarrow},
\end{equation}
where $\sum_i n_{i\uparrow}=1$ was used. One spin-down electron on two sites becomes one spin-down hole, which is again one electron. The sector is thus mapped onto itself, and its lowest energy satisfies
\begin{equation}
E(U)=U+E(-U).
\label{eq:ph}
\end{equation}
Subtracting $U/2$ from both sides shows that $E(U)-U/2$ is even in $U$. Hence
\begin{equation}
E=\frac U2+t\,g\!\left(\frac{U^2}{t^2}\right).
\label{eq:form}
\end{equation}
The weak-interaction expansion can contain no odd power of $U$ beyond the linear term. Diagonalization must supply the function $g$, and must also confirm that the lowest state of this sector is the ground state of the whole two-electron problem.

\section{Reduction to a two-by-two matrix}

Four spin-orbitals hold two electrons in $\binom42=6$ ways. Two of these states have parallel spins, $c^\dagger_{1\sigma}c^\dagger_{2\sigma}|0\rangle$. Hopping would put two electrons of equal spin on one site, which the Pauli principle forbids, and there is no double occupancy. Both states have energy zero.

The other four states are
\begin{align}
A&=c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}|0\rangle,&
B&=c^\dagger_{1\downarrow}c^\dagger_{2\uparrow}|0\rangle,\\
D_1&=c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}|0\rangle,&
D_2&=c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}|0\rangle .
\end{align}
The order of the creation operators fixes the signs. A hopping operator $c^\dagger_a c_b$ replaces $c^\dagger_b$ by $c^\dagger_a$ at the same place in the product, because $[c^\dagger_a c_b,c^\dagger_d]=\delta_{bd}c^\dagger_a$. A sign arises when the result is put back into the chosen order.

In $A$, moving the up electron to site 2 gives $D_2$, and moving the down electron to site 1 gives $D_1$. In $B$, the two moves give $c^\dagger_{2\downarrow}c^\dagger_{2\uparrow}|0\rangle=-D_2$ and $c^\dagger_{1\downarrow}c^\dagger_{1\uparrow}|0\rangle=-D_1$. Including the prefactor $-t$,
\begin{equation}
HA=-t(D_1+D_2),\qquad HB=+t(D_1+D_2).
\label{eq:HAB}
\end{equation}
From $D_1$, moving the down electron gives $A$, while moving the up electron gives $c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}|0\rangle=-B$. The two moves from $D_2$ give the same pair of states. Therefore
\begin{equation}
HD_i=UD_i-t(A-B),\qquad i=1,2.
\label{eq:HD}
\end{equation}

Two combinations separate at once:
\begin{equation}
H\frac{A+B}{\sqrt2}=0,\qquad
H\frac{D_1-D_2}{\sqrt2}=U\frac{D_1-D_2}{\sqrt2}.
\end{equation}
The first is the third member of the spin triplet: lowering one spin at a time in $c^\dagger_{1\uparrow}c^\dagger_{2\uparrow}|0\rangle$ produces $B+A$. The second is odd under exchange of the sites. What remains is
\begin{equation}
|\mathrm{cov}\rangle=\frac{A-B}{\sqrt2},\qquad
|\mathrm{ion}\rangle=\frac{D_1+D_2}{\sqrt2}.
\end{equation}
The covalent state has one electron on each site; the ionic state has both on the same site. Both are spin singlets. The spin-raising operator turns $A$ and $B$ into the same state, so it annihilates their difference, and it annihilates each $D_i$ by the Pauli principle. A state with $S_z=0$ that is annihilated in this way has total spin zero.

Equations \eqref{eq:HAB} and \eqref{eq:HD} give
\begin{align}
H|\mathrm{cov}\rangle
&=\frac{-t(D_1+D_2)-t(D_1+D_2)}{\sqrt2}
=-2t|\mathrm{ion}\rangle,\\
H|\mathrm{ion}\rangle
&=\frac{U(D_1+D_2)-2t(A-B)}{\sqrt2}
=U|\mathrm{ion}\rangle-2t|\mathrm{cov}\rangle .
\end{align}
In the order $(|\mathrm{cov}\rangle,|\mathrm{ion}\rangle)$ the matrix is
\begin{equation}
h=\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix}.
\label{eq:block}
\end{equation}
The off-diagonal element is $2t$ in size, not $t$, because the four hopping matrix elements between $A$, $-B$ and $D_1$, $D_2$ each equal $-t$, and the two normalization factors $1/\sqrt2$ multiply their sum $-4t$ by $1/2$.

\section{Eigenvalues and ground state}

The characteristic equation is
\begin{equation}
(-E)(U-E)-4t^2=E^2-UE-4t^2=0,
\label{eq:quad}
\end{equation}
with roots
\begin{equation}
E_\pm=\frac{U\pm R}{2},\qquad R=\sqrt{U^2+16t^2}.
\label{eq:roots}
\end{equation}
The six levels are $0$ three times, $U$, $E_+$ and $E_-$. Since $R>|U|$, we have $E_-<0$ and
\begin{equation}
E_--U=-\frac{U+R}{2}<0 .
\end{equation}
Also $E_-<E_+$. The lower root is therefore below all five other levels for every real $U$, and the ground state is a non-degenerate singlet with
\begin{equation}
\boxed{E=\frac{U-\sqrt{U^2+16t^2}}{2}} .
\label{eq:E}
\end{equation}
This has the form \eqref{eq:form}, with $g(z)=-\tfrac12\sqrt{z+16}$.

For the eigenvector write $\cos\theta\,|\mathrm{cov}\rangle+\sin\theta\,|\mathrm{ion}\rangle$. The first row of the eigenvalue equation is $-2t\sin\theta=E\cos\theta$, so
\begin{equation}
\tan\theta=-\frac{E}{2t}>0 .
\end{equation}
The ionic weight $w=\sin^2\theta$ follows from $\sin^2\theta=\tan^2\theta/(1+\tan^2\theta)$:
\begin{equation}
w=\frac{E^2}{E^2+4t^2}
=\frac{E^2}{E(2E-U)}
=-\frac ER
=\frac12\left(1-\frac UR\right).
\label{eq:w}
\end{equation}
The second step uses $4t^2=E^2-UE$ from \eqref{eq:quad}, and the third uses $2E-U=-R$. The operator $\sum_i n_{i\uparrow}n_{i\downarrow}$ equals one in the ionic state and zero in the covalent state, so $w$ is the double occupancy summed over both sites. It also equals $dE/dU$, as differentiation of \eqref{eq:E} confirms. At $U=0$ the weight is $1/2$. Repulsion lowers it and attraction raises it.

\section{Weak interaction}

Set $x=U^2/(16t^2)$. Then $R=4t\sqrt{1+x}$ and
\begin{equation}
E=\frac U2-2t\sqrt{1+x}.
\end{equation}
The binomial series $\sqrt{1+x}=1+x/2-x^2/8+x^3/16-\cdots$ gives
\begin{align}
E&=\frac U2-2t-tx+\frac{t x^2}{4}-\frac{t x^3}{8}+\cdots\nonumber\\
&=-2t+\frac U2-\frac{U^2}{16t}+\frac{U^4}{1024t^3}
-\frac{U^6}{32768t^5}+\cdots .
\label{eq:weak}
\end{align}

The first terms have a direct reading. At $U=0$ both electrons occupy the bonding orbital, with creation operator $(c^\dagger_{1\sigma}+c^\dagger_{2\sigma})/\sqrt2$ and energy $-t$. Multiplying out the two factors gives the state
\begin{equation}
|\Phi\rangle=\tfrac12(D_1+D_2+A-B)
=\frac{|\mathrm{cov}\rangle+|\mathrm{ion}\rangle}{\sqrt2}.
\label{eq:Phi}
\end{equation}
Its energy is $-2t$ without interaction, and its ionic weight $1/2$ gives the first-order shift $U/2$. Filling the antibonding orbital twice gives $|X\rangle=(|\mathrm{ion}\rangle-|\mathrm{cov}\rangle)/\sqrt2$, at energy $+2t$. The interaction couples the two configurations through $U/2$, so the second-order shift is
\begin{equation}
-\frac{(U/2)^2}{2t-(-2t)}=-\frac{U^2}{16t}.
\end{equation}

A bound on the truncation error needs no convergence argument. For all $x\ge0$,
\begin{equation}
1+\frac x2-\frac{x^2}{8}\le\sqrt{1+x}\le1+\frac x2 .
\label{eq:ineq}
\end{equation}
The right inequality follows by squaring, since $(1+x/2)^2=1+x+x^2/4$. For the left one,
\begin{equation}
\left(1+\frac x2-\frac{x^2}{8}\right)^2
=1+x-\frac{x^3}{8}\left(1-\frac x8\right),
\end{equation}
which is at most $1+x$ for $0\le x\le8$. For $x>8$ the expression before squaring is negative, and the inequality holds trivially. Multiplying \eqref{eq:ineq} by $-2t$ reverses the inequalities and gives
\begin{equation}
0\le E-\left(-2t+\frac U2-\frac{U^2}{16t}\right)
\le\frac{U^4}{1024t^3}.
\label{eq:weakbound}
\end{equation}
The second-order energy is thus never above the true energy in this model. The bound holds for any $U$, but is useful only while its right side is small.

\section{Strong interaction}

For $U>0$ set $y=16t^2/U^2$. Now $R=U\sqrt{1+y}$, and
\begin{align}
E&=\frac U2\left(1-\sqrt{1+y}\right)
=-\frac{Uy}{4}+\frac{Uy^2}{16}-\frac{Uy^3}{32}+\cdots\nonumber\\
&=-\frac{4t^2}{U}+\frac{16t^4}{U^3}-\frac{128t^6}{U^5}+\cdots .
\label{eq:strong}
\end{align}
Inequality \eqref{eq:ineq}, with $y$ in place of $x$, gives
\begin{equation}
0\le E+\frac{4t^2}{U}\le\frac{16t^4}{U^3}.
\label{eq:strongbound}
\end{equation}

The leading term is again a second-order process. The covalent singlet reaches the ionic state with amplitude $-2t$ at an energy cost $U$, and so gains $(2t)^2/U$. The triplet states cannot make this excursion: for parallel spins it is Pauli-blocked, and for $(A+B)/\sqrt2$ the two amplitudes cancel. The singlet-triplet gap is $-E$ for any $U$, and tends to $4t^2/U$ for strong repulsion. This is the antiferromagnetic exchange energy of the dimer at leading order in $t/U$.

For strong attraction the electrons pair on one site instead. Equation \eqref{eq:ph} then gives
\begin{equation}
E=U-\frac{4t^2}{|U|}+\cdots,\qquad U\to-\infty .
\end{equation}
Using \eqref{eq:strong} with a negative $U$ would miss the leading term $U$ and give the wrong sign for the correction.

The two series have complementary ranges. The binomial series converges for an argument smaller than one in size and diverges for a larger one. Equation \eqref{eq:weak} therefore converges for $|U|<4t$, and \eqref{eq:strong} for $U>4t$. The limit is set by the branch points of $R$ at $U=\pm4it$. No level crossing occurs at the real value $U=4t$, where \eqref{eq:E} is smooth.

\section{The condition on a density functional}

In lattice density-functional theory the density is the set of site occupations $n_i=n_{i\uparrow}+n_{i\downarrow}$, now meaning expectation values. The interacting ground state is non-degenerate and $H$ is symmetric under exchange of the sites, so $n_1=n_2=1$ for every $U$.

The Kohn--Sham system is a noninteracting dimer with the same hopping and the same density. Give its sites the energies $+\Delta/2$ and $-\Delta/2$. The lower orbital energy is
\begin{equation}
\varepsilon=-\tfrac12\sqrt{\Delta^2+4t^2}.
\end{equation}
The derivative $d\varepsilon/d\Delta$ is half the occupation difference of one electron. For two electrons in this orbital,
\begin{equation}
n_1-n_2=4\frac{d\varepsilon}{d\Delta}
=-\frac{2\Delta}{\sqrt{\Delta^2+4t^2}} .
\end{equation}
Equal occupations require $\Delta=0$. The Kohn--Sham determinant is therefore $|\Phi\rangle$ of \eqref{eq:Phi} for every $U$, with
\begin{equation}
\langle\Phi|H|\Phi\rangle=-2t+\frac U2 .
\end{equation}
The first term is the noninteracting kinetic energy, and the second is the sum of the Hartree and exchange energies. With the correlation energy defined as the remainder,
\begin{equation}
E_c=E-\langle\Phi|H|\Phi\rangle
=2t-\frac12\sqrt{U^2+16t^2}\le0 .
\label{eq:Ec}
\end{equation}
Its limits are
\begin{equation}
E_c\simeq-\frac{U^2}{16t}\quad(|U|\ll4t),\qquad
E_c\simeq2t-\frac U2-\frac{4t^2}{U}\quad(U\gg4t).
\label{eq:Eclimits}
\end{equation}
The exact functional for this lattice must give \eqref{eq:Ec} at $n_1=n_2=1$, and an approximate one can be tested against it. The density does not change as $U/t$ grows, so the change from quadratic to linear behaviour must come from the functional's dependence on $U/t$. For $U>4t$ the determinant energy is positive and lies above the triplet level at zero; correlation must then restore the correct order of the states.

\section{Evaluation in code}

For large positive $U$, the difference $U-R$ loses significant digits. Multiplying and dividing by $U+R$, and using $U^2-R^2=-16t^2$, gives a form without this cancellation:
\begin{equation}
E=-\frac{8t^2}{U+R}\qquad(U\ge0).
\label{eq:stable}
\end{equation}
For $U<0$ the original form \eqref{eq:E} adds two numbers of equal sign and should be kept. The correlation energy has the same difficulty at small $|U|$. Since $16t^2-R^2=-U^2$,
\begin{equation}
E_c=\frac{4t-R}{2}=-\frac{U^2}{2(4t+R)},
\end{equation}
which is safe for either sign of $U$.

The meaning of $t$ must be checked before the formula is used. Here the bonding and antibonding orbitals are separated by $s=2t$. If the input is this splitting, then $R=\sqrt{U^2+4s^2}$.

Two extensions of the model change the result. An intersite repulsion $Vn_1n_2$ (with $n_i$ the number operators) adds $V$ to the covalent state and nothing to the ionic one. The upper left element of \eqref{eq:block} becomes $V$, and subtracting $V$ from the whole diagonal gives
\begin{equation}
E_V=V+\frac{(U-V)-\sqrt{(U-V)^2+16t^2}}{2}
\end{equation}
for the lower root of this block. Unequal site energies $\pm\Delta/2$ are a greater change: they couple $|\mathrm{ion}\rangle$ to $(D_1-D_2)/\sqrt2$ with strength $\Delta$. The singlet problem is then three-dimensional, and \eqref{eq:E} no longer applies.

\section{Worked example}

Take the round model parameters $t=1$ eV and $U=1$, $3$ and $12$ eV. The energies below come from diagonalizing the six-state problem.

\begin{center}
\begin{tabular}{rrrrr}
$U$ (eV) & $R$ (eV) & $E$ (eV) & $w$ & $E_c$ (eV)\\
1 & 4.1231 & $-1.5616$ & 0.3787 & $-0.0616$\\
3 & 5.0000 & $-1.0000$ & 0.2000 & $-0.5000$\\
12 & 12.6491 & $-0.3246$ & 0.0257 & $-4.3246$
\end{tabular}
\end{center}

The middle row can be checked by hand: $R=\sqrt{9+16}=5$ eV, $E=(3-5)/2=-1$ eV and $w=-E/R=1/5$. The determinant energy is $-2+3/2=-0.5$ eV, which leaves $E_c=-0.5$ eV. In molar units the three ground-state energies are $-150.67$, $-96.49$ and $-31.31$ kJ/mol.

At $U=1$ eV the weak expansion through $U^2$ gives
\begin{equation}
-2+0.5-0.0625=-1.5625\ \text{eV}.
\end{equation}
The true energy is higher by $0.00095$ eV, or $0.06\%$ of its magnitude. The bound \eqref{eq:weakbound} allows $0.00098$ eV.

At $U=12$ eV the first two strong-interaction terms are
\begin{equation}
-\frac{4}{12}+\frac{16}{12^3}=-0.3333+0.0093=-0.3241\ \text{eV}.
\end{equation}
The first term alone is too low by $0.0088$ eV, or $2.7\%$ of the magnitude of $E$. The determinant energy is $-2+6=4$ eV, of which $U/2=6$ eV is interaction energy. The true state keeps only $Uw=0.31$ eV of interaction, but its kinetic energy rises from $-2$ eV to $E-Uw=-0.63$ eV. The two changes, $-5.69$ eV and $+1.37$ eV, add up to $E_c=-4.32$ eV.

At $U=3$ eV, which is below $4t$, the weak series converges. Its partial sums through $U^4$, $U^8$ and $U^{20}$ are $-0.9834$, $-0.9978$ and $-0.99998$ eV. The strong series through the same powers of $t$ gives $-0.741$, $-0.682$ and $1.647$ eV, and through $t^{40}$ it reaches $297$ eV. Its first four sums have the right sign, but miss the true value of $-1$ eV by about a quarter to a third. The error falls from $0.33$ eV with one term to $0.26$ eV with two, and is larger again, $0.32$ eV, through $t^8$. The numerical check obtains these sums by recursive perturbation theory, without expanding the square root.

\section*{Table of computed values}
\begin{verbatim}
hopping t = 1.0 eV
weak coefficients of U^0, U^1, U^2, U^4 at t = 1 eV (energies in eV):
  -2.0000000, 0.5000000, -0.0625000, 0.0009766
strong coefficients of t^2/U, t^4/U^3, t^6/U^5 (no unit):
  -4.000, 16.000, -128.000
U = 1.0 eV: root R = 4.123106 eV
  diagonalized energy E = -1.561553 eV
  E converted = -150.67 kJ/mol
  singlet-triplet gap = 1.561553 eV
  weak sum through U^2 = -1.562500 eV
  its error, E minus sum = 0.000947 eV
  weak sum through U^4 = -1.561523 eV
  strong sum, one term = -4.000000 eV
  its error, E minus sum = 2.438447 eV
  strong sum, two terms = 12.000000 eV
  ionic weight = 0.378732 (no unit)
  determinant energy = -1.500000 eV
  correlation energy = -0.061553 eV
U = 3.0 eV: root R = 5.000000 eV
  diagonalized energy E = -1.000000 eV
  E converted = -96.49 kJ/mol
  singlet-triplet gap = 1.000000 eV
  weak sum through U^2 = -1.062500 eV
  its error, E minus sum = 0.062500 eV
  weak sum through U^4 = -0.983398 eV
  strong sum, one term = -1.333333 eV
  its error, E minus sum = 0.333333 eV
  strong sum, two terms = -0.740741 eV
  ionic weight = 0.200000 (no unit)
  determinant energy = -0.500000 eV
  correlation energy = -0.500000 eV
U = 12.0 eV: root R = 12.649111 eV
  diagonalized energy E = -0.324555 eV
  E converted = -31.31 kJ/mol
  singlet-triplet gap = 0.324555 eV
  weak sum through U^2 = -5.000000 eV
  its error, E minus sum = 4.675445 eV
  weak sum through U^4 = 15.250000 eV
  strong sum, one term = -0.333333 eV
  its error, E minus sum = 0.008778 eV
  strong sum, two terms = -0.324074 eV
  ionic weight = 0.025658 (no unit)
  determinant energy = 4.000000 eV
  correlation energy = -4.324555 eV
partial sums at U = 3 eV, weak / strong, in eV:
  order 4: -0.983398 / -0.740741
  order 8: -0.997824 / -0.682213
  order 20: -0.999981 / 1.647099
  order 40: -1.000000 / 297.339839
\end{verbatim}
